\section*{The force theorem in magnets and the error of band energies, part 2}

When does the band-energy change $\Delta F_b$ at frozen potential give the self-consistent free-energy change $\Delta F$ of a magnet under a one-body perturbation $w$? Electron number $N$ and temperature $T$ are fixed. The density matrix $\gamma$ gives $\rho_a=\mathrm{Tr}\,\gamma O_a$ and
$F_w[\gamma]=\mathrm{Tr}\,\gamma(h+w)-TS[\gamma]+E[\rho]$, with $h$ kinetic plus external, $S$ the entropy, $E$ Hartree plus exchange-correlation, $v=\partial E/\partial\rho$, $K=\partial^2E/\partial\rho^2$.

For levels $\varepsilon_p$ and Fermi occupations $f_p$, $F_b(H)=\mu N+\Omega(\mu)$, $\Omega(\mu)=-kT\sum_p\ln(1+e^{-(\varepsilon_p-\mu)/kT})$, is the minimum of $G_H[\gamma]=\mathrm{Tr}\,\gamma H-TS[\gamma]$ at trace $N$, reached at the Fermi matrix $f(H)$. With $\chi=\partial\rho/\partial u$ at fixed $N$,
\begin{equation}
F_b(H+u\cdot O)=F_b(H)+u\cdot\rho+\tfrac12u\chi u+O(u^3).\label{exp}
\end{equation}

Unperturbed quantities are $\gamma_0,\rho_0,H_0$; self-consistent ones with $w$ are $\gamma',\rho'$; frozen ones $\gamma_f,\rho_f$ belong to $H_f=h+w+v[\rho_0]\cdot O$. Changes $\delta\rho',\delta\rho_f$ are from $\rho_0$; $\Delta F_b=F_b(H_f)-F_b(H_0)$. With $R[\rho]=E[\rho]-E[\rho_0]-v[\rho_0]\cdot(\rho-\rho_0)$ and $u=v[\rho']-v[\rho_0]$,
\begin{equation}\label{F0}
F_0=F_b(H_0)+D[\rho_0],\qquad D[\rho]=E[\rho]-v[\rho]\cdot\rho .
\end{equation}
\begin{equation}\label{split}
F_w[\gamma]=G_{H_f}[\gamma]+R[\rho]+D[\rho_0].
\end{equation}
\begin{equation}
G_{H_f}[\gamma']-G_{H_f}[\gamma_f]=-\tfrac12u\cdot(\rho'-\rho_f)+O(u^3).\label{Gdiff}
\end{equation}
\begin{equation}
\Delta F-\Delta F_b=\tfrac12\,\delta\rho'K\,\delta\rho_f+O(\delta\rho^3).\label{quad}
\end{equation}
So for $w=\lambda w_1$ the two changes agree at first order (the force theorem). Always $R[\rho']\le\Delta F-\Delta F_b$; the upper bound $R[\rho_f]$ needs $\gamma'$ to minimise $F_w$ on a set containing $\gamma_f$.

The model is a triangle with one orbital per site, hopping $-t$, $t=1$ eV, site energies $0.3,0,-0.3$ eV, $N=4$, $kT=0.25$ eV, and
$E=\sum_i[\tfrac12Un_i^2-\tfrac14I|\mathbf m_i|^2+\tfrac1{16}g|\mathbf m_i|^4]$, $U=2$, $I=3$, $g=1$ eV. Its ferromagnet has charges $n=(1.2699,1.3312,1.3989)$ and dimensionless moments $m_z=(0.6778,0.6285,0.5685)$. The exchange field is $B_i=(-I/2+gm_i^2/4)m_i$; $K$ is site-diagonal, with $K_{nn}=U$, $K_{zz}=-I/2+3gm_i^2/4=(-1.155,-1.204,-1.258)$ eV, $K_{xx}=K_{yy}=B_i/m_i$. A rigid rotation $z$ of all moments is a zero mode, $z=\chi Kz$.

The site potential raises site 1 by $\lambda=0.2$ eV (error $\Delta F-\Delta F_b=1.10$ meV); the spin field is $w=-\lambda\sum_i\sigma_{z,i}$, $\lambda=0.05$ eV. "Relaxed band" means the band energy of the self-consistent potential.

Q: In a Green-function calculation I keep the Fermi level fixed, not $N$. Does that matter?

A: It depends on what is summed. Let $\varphi(\mu)=\Omega_f(\mu)+\mu N$ for $H_f$. Then $\varphi'=N-N_f(\mu)$ and $\varphi''=-\nu$ with $\nu=\partial N/\partial\mu>0$, and $F_b(H_f)=\varphi(\mu_f)$ is its maximum. At the old $\mu_0$ the slope is $-\delta N$, where $\delta N=N_f(\mu_0)-N$, so $\mu_f-\mu_0=-\delta N/\nu$ and $\varphi(\mu_f)-\varphi(\mu_0)=\delta N^2/\nu-\delta N^2/2\nu$ at leading order. With $\Delta\Omega=\Omega_f(\mu_0)-\Omega_0(\mu_0)$ and $\Omega_0(\mu_0)=F_b(H_0)-\mu_0N$,
\begin{equation}
\Delta F_b-\Delta\Omega=\varphi(\mu_f)-\varphi(\mu_0)=\frac{\delta N^2}{2\nu}+O(\delta N^3).
\end{equation}
The grand potential, whose levels are measured from $\mu_0$, obeys the theorem. The plain sum $\sum f\varepsilon-TS$ at $\mu_0$ equals $\Omega_f+\mu_0(N+\delta N)$, and its change carries an extra $\mu_0\delta N$, first order and dependent on the zero of energy. For the site potential $\delta N=-0.03481$, $\nu=0.4844$ eV$^{-1}$ (taken for $H_0$, which suffices at leading order), $\mu_0=3.6575$ eV. The formula gives $0.03481^2/0.9688$ eV $=1.25$ meV against the computed $1.12$ meV, which is $11\%$ lower; at $\lambda=0.01$ eV agreement within $5\%$ is asserted. The plain sum misses $\Delta F_b$ by $1.1+127.3=128.4$ meV.

Q: When an atom is displaced or a moment turned, the potential is carried along, not left in place. Does the double counting still cancel?

A: Only if the transport leaves $D$ unchanged. Let $H_f$ be built from any input $\rho_{\rm in}$. The split (\ref{split}) holds with $R$ and $D$ taken at $\rho_{\rm in}$, while (\ref{F0}) keeps $D[\rho_0]$, and the steps to (\ref{quad}) repeat unchanged:
\begin{equation}\label{general}
\Delta F=\Delta F_b+D[\rho_{\rm in}]-D[\rho_0]+\tfrac12(\rho'-\rho_{\rm in})K(\rho_f-\rho_{\rm in})+\dots
\end{equation}
The sum $F_b+D$ at the input density is the Harris--Foulkes functional. For displaced nuclei, $\Delta D$ contains the change of the Hartree energy of the transported charge with a minus sign, and the nuclear repulsion must be added; these make the electrostatic term beside the band term. The exchange-correlation part of $\Delta D$, the change of $E_{\rm xc}-v_{\rm xc}\cdot\rho$, is in general also of first order and must be kept. In the model, shift the input by $\delta n=(0.04,-0.02,-0.02)$, $\delta m_z=(0.06,0,0)$, in proportion to $\lambda=0.2$ eV. The linear estimate is $\Delta D\approx-[2(0.05080-0.05460)-1.155\times0.6778\times0.06]$ eV $=55$ meV, the full value $52.93$ meV. Then $188.653+52.932+9.683=251.268$ meV. Without $\Delta D$ the miss is $62.6$ meV and of first order; with it, $9.68$ meV and of second order, both orders being tested. This input moves charge onto site 1, against the true response, and its error exceeds that of the untouched potential.

\section{Spin--orbit coupling and anisotropy}

Q: Magnetic anisotropy has no first-order term. By your own admission the theorem then says nothing.

A: It says something when symmetry delays the density change. Let the reference be collinear along $z$ with real orbitals, so $H_0$ is real and diagonal in spin, and let $w=\xi L\sigma_a$ with $L$ Hermitian and imaginary; in the model $L=i(|1\rangle\langle2|-|2\rangle\langle1|)$. The axis $a=z$ means magnetisation parallel to the spin--orbit axis, $a=x$ perpendicular. For both, $\sigma_a$ is real, so $H_f(\xi)^*=H_f(-\xi)$. The spectrum, and $F_b$, are even in $\xi$. The Fermi matrix obeys $\gamma_f(-\xi)=\gamma_f(\xi)^*$, and $\mathrm{Tr}\,\gamma^*O=(\mathrm{Tr}\,\gamma O^*)^*=\mathrm{Tr}\,\gamma O^*$, the trace of two Hermitian matrices being real. Since $O^*=O$ for $n,m_x,m_z$ and $O^*=-O$ for $m_y$, the first three are even in $\xi$ and $m_y$ is odd. For $a=z$ nothing mixes the spins and $m_x=m_y=0$. For $a=x$, conjugation with $\sigma_z$, a spin rotation by $\pi$ about $z$, keeps $H_0$, reverses $\xi$ and reverses $m_x,m_y$; so $m_x$ is both odd and even, hence zero, while $m_y\propto\xi$ is allowed. A collinear functional $E[n,m_z]$ has a kernel only on $n,m_z$, where $\delta\rho_f$ and $\delta\rho'=(1-\chi K)^{-1}\delta\rho_f$ are $O(\xi^2)$. By (\ref{quad}) the error is $O(\xi^4)$ on an energy $O(\xi^2)$. Two limits apply to real crystals. With the full $\mathbf L\cdot\boldsymbol\sigma$ the term $L_y\sigma_y$ is real, evenness in $\xi$ is lost and $F_b$ can contain a $\xi^3$ term; the first-order changes of $n$ and $m_z$ still vanish, since $L_z\sigma_z$ is imaginary and the spin-flip terms do not couple to them linearly, so the collinear error stays $O(\xi^4)$. And the estimate helps only where the anisotropy is itself $O(\xi^2)$, as in uniaxial or lower symmetry: in a cubic crystal the anisotropy starts at $\xi^4$, the order of the error, and this argument gives no guarantee.

At $\xi=0.1$ eV, $\Delta F_b=-2.8547$ meV for $z$ and $-5.4864$ meV for $x$, an anisotropy of $-2.6317$ meV. The errors are $-0.0034$ and $-0.0023$ meV, both of measured order $4.00$ between $\xi=0.04$ and $0.02$ eV. The self-consistent collinear anisotropy is $-2.6305$ meV, and the band value differs from it by $0.04\%$.

Q: And the $m_y$ that you allowed?

A: A non-collinear functional feels it, and the error returns to $O(\xi^2)$; the measured order is $2.00$. The frozen values are $\delta m_y=(-0.00712,0.00589,0.00186)$, a canting of the moments. With $K_{yy}=-I/2+gm_i^2/4=(-1.385,-1.401,-1.419)$ eV the upper bound is about $-\frac12(0.070+0.049+0.005)=-0.062$ meV, negative because letting the exchange field follow the canting lowers the energy. This state lies in the easy plane, and the rotation about $x$, an exact symmetry here, does not change $F$. For $a=z$, the hard axis, the state is unstable to tilting, and the upper bound holds only among states diagonal in spin. The error is $-0.269$ meV, and the anisotropy becomes $-2.897$ meV, from which the band value is $9\%$ off. A term $L\sigma_y$ cants along $m_x$ in the same way, so the full $\mathbf L\cdot\boldsymbol\sigma$ can produce both components. The $\xi^4$ result holds again only where symmetry forbids the whole first-order transverse moment, $m_x$ and $m_y$, on every component the functional sees.

\section{Rotated moments and exchange constants}

Q: Exchange constants come from turning the exchange field on a site. Is that use safe?

A: The double counting is harmless there. Turn the input moments by small angles $\theta_i$ about $y$. For a functional that depends on $|\mathbf m_i|$ only, both $E$ and $v\cdot\rho$ are invariant, so $\Delta D=0$. The potential changes by $u_i=B_i(\sin\theta_i,0,\cos\theta_i-1)$. In (\ref{exp}) the linear term is $\sum_iB_im_i(\cos\theta_i-1)$, and the quadratic term needs only $u_i^x=B_i\theta_i$:
\begin{equation}\label{rot}
\Delta F_b=-\tfrac12\sum_iB_im_i\theta_i^2+\tfrac12\sum_{ij}B_iB_j\chi^{xx}_{ij}\theta_i\theta_j .
\end{equation}
The zero mode has $z_i=m_i$ along $x$ and $(Kz)_j=B_j$, so $z=\chi Kz$ reads $m_i=\sum_j\chi^{xx}_{ij}B_j$. Insert this in the first sum and symmetrise, $\theta_i^2\to\frac12(\theta_i^2+\theta_j^2)$:
\begin{equation}
\Delta F_b=-\tfrac14\sum_{ij}B_iB_j\chi^{xx}_{ij}(\theta_i-\theta_j)^2=\tfrac12\sum_{i<j}J_{ij}(\theta_i-\theta_j)^2,
\end{equation}
with $J_{ij}=-B_iB_j\chi^{xx}_{ij}$. This is the small-angle form of $-\sum_{i<j}J_{ij}\cos(\theta_i-\theta_j)$, and $J_{ij}$ is the exchange formula of Liechtenstein type. Turning site 1 alone, (\ref{rot}) gives the stiffness $2\Delta F_b/\theta^2=J_{12}+J_{13}=0.9389\times0.6778-0.9389^2\times0.6151=0.6364-0.5422=0.0942$ eV, printed as $94.18$ meV. At $\theta=0.1$ rad this predicts $0.471$ meV, and diagonalisation gives $0.4707$ meV.

Q: But the turned state is not self-consistent. Which total energy is $0.47$ meV supposed to approximate?

A: The energy $F_0[\gamma_c]$ of the state whose moments really point along the chosen directions, with lengths and charges relaxed. It is held by constraining fields $c_i$ transverse to the moments, whose own energy is not counted: $\gamma_c$ is the Fermi matrix of $H_{\rm in}+(c+u)\cdot O$ with $u=v[\rho_c]-v[\rho_{\rm in}]$. The rotation by $\pi$ about $z$ sends $\theta\to-\theta$, so energies, charges and lengths are even in $\theta$. As $\rho_c-\rho_{\rm in}$ consists of changes of charge and length, it is $O(\theta^2)$, as is $u$, and $R$ is $O(\theta^4)$. The fields follow from the first-order transverse condition $m_i\theta_i=\sum_j\chi^{xx}_{ij}(B_j\theta_j+c_j)$, which with the zero-mode relation becomes
\begin{equation}\label{c}
\sum_j\chi^{xx}_{ij}c_j=\sum_j\chi^{xx}_{ij}B_j(\theta_i-\theta_j),
\end{equation}
so $c=O(\theta)$. The split (\ref{split}) about $\rho_{\rm in}$ leaves $G_{H_{\rm in}}[\gamma_c]-F_b(H_{\rm in})$, which is (\ref{Gdiff}) with $c+u$ in place of $u$ and $\rho_c-\rho_f=\chi(c+u)$. Terms of order $\theta^3$ vanish by evenness, so
\begin{equation}
\Delta F_c-\Delta F_b=-\tfrac12\,c\,\chi^{xx}c+O(\theta^4),\qquad -\tfrac12\,c\,\chi^{xx}c\ge0 .
\end{equation}
The gap is of the same order as $\Delta F_b$, because the frozen output moments lag the input directions at first order in $\theta$. At $\theta=0.1$ rad the fields are $(-18.39,8.01,13.09)$ meV, $\Delta F_c=0.6241$ meV, and the gap $0.6241-0.4707=0.1534$ meV agrees with the formula value $0.1533$ meV. The ratio $\Delta F_c/\Delta F_b$ is $1.326$, and $1.327$ at $\theta=0.02$ rad, so it does not tend to one: the band stiffness $94.2$ meV lies $25\%$ below the constrained $125.0$ meV.

Q: Then is there any regime in which these exchange constants are right?

A: Equation (\ref{c}) gives it. A uniform rotation needs no field. On a lattice with inversion-symmetric sites and a short-ranged, invertible $\chi^{xx}$, take angles varying with a small wavevector $q$. The term of $\theta_i-\theta_j$ linear in the gradient cancels between opposite neighbours, so $c\propto q^2$ and the gap is $\propto q^4$, while $\Delta F_b\propto q^2$. Within this mean-field theory the long-wavelength spin stiffness is thus given correctly by the band energy, and for rotations on the scale of single sites, as in the triangle, the band value lies below the constrained one at leading order in $\theta$. The size of that gap depends on the exchange splitting. When $|J_{ij}|\ll|B_im_i|$, $\chi^{xx}$ is nearly diagonal with elements $m_i/B_i$, (\ref{c}) gives $m_ic_i\approx-\sum_jJ_{ij}(\theta_i-\theta_j)$, and the gap relative to $\Delta F_b$ is of order $J/|B_im_i|$, small for strong moments; in the triangle $(J_{12}+J_{13})/|B_1m_1|=0.094/0.636$ is not small.

\section*{Computed values}
\begin{verbatim}
t=1.0 U=2.0 I=3.0 g=1.0 kT=0.25 eV, site energies 0.3 0.0 -0.3 eV, N=4.0
n0 = 1.2699 1.3312 1.3989 | m0z = 0.6778 0.6285 0.5685
levels (eV): -0.211 1.530 2.731 2.853 4.412 4.685 | mu0 = 3.6575 eV
F0 = 2.324458, Fb0 = 6.871326, D0 = -4.546868 eV
K_nn = 2.000 eV, K_zz = -1.155 -1.204 -1.258 eV
lowest nonzero eigenvalue of 1-chi K = 0.2324; dN/dmu = 0.4844 1/eV
--- site potential, lambda = 0.2 eV
slopes: Tr(gam0 w) = 1.26988, relaxed band = 1.32098, rho0 K drho = 0.05110
frozen dn = -0.0382 0.0183 0.0198 dmz = 0.0177 -0.0152 -0.0172
scf    dn = -0.0270 0.0129 0.0141 dmz = 0.0169 -0.0128 -0.0144
dF = 251.2675, dFb = 250.1672, relaxed band = 264.1040 meV
error = 1.1003, quadratic formula = 1.1017 meV
bounds 0.7027 .. 1.6778 meV; order error 2.00, remainder 3.04
--- spin field, lambda = 0.05 eV
slopes: Tr(gam0 w) = -1.87480, relaxed band = -2.33012, rho0 K drho = -0.45532
frozen dn = 0.0023 -0.0004 -0.0019 dmz = 0.0069 0.0075 0.0077
scf    dn = 0.0018 -0.0003 -0.0014 dmz = 0.0087 0.0088 0.0085
dF = -94.4180, dFb = -94.3097, relaxed band = -114.4157 meV
error = -0.1084, quadratic formula = -0.1085 meV
bounds -0.1296 .. -0.0896 meV; order error 1.93, remainder 3.07
--- fixed mu, site potential 0.2 eV
dN = -0.03481; dFb-dOmega = 1.1165, dN^2/(2 dN/dmu) = 1.2509 meV
dFb minus band sum without -mu dN = 128.441 meV
--- input rho0+0.2*eta, eta_n = 0.2 -0.1 -0.1 eta_mz = 0.3 0.0 0.0
dFb = 188.6527, dD = 52.9317, error with dD = 9.6831 meV
--- spin-orbit hopping on bond 1-2, xi = 0.1 eV
axis z: dF = -2.85816, dFb = -2.85472, error = -0.003443 meV, order 4.00
axis x collinear: dF = -5.48867, dFb = -5.48639, error = -0.002275 meV, order 4.00
axis x noncollinear: dF = -5.75518, dFb = -5.48639, error = -0.268789 meV, order 2.00
axis x frozen dmy = -0.00712 0.00589 0.00186
axis x frozen dn = -0.00082 -0.00080 0.00162 dmz = -0.00153 -0.00127 -0.00165
anisotropy x-z, force theorem = -2.63168 meV
anisotropy x-z, scf collinear = -2.63051 meV
anisotropy x-z, scf noncollinear = -2.89702 meV
--- rotation of site 1, theta = 0.1 rad
B1 = -0.9389 eV, chi_xx(1,1) = -0.6151 1/eV, stiffness formula = 94.18 meV
constraining fields (meV): -18.39 8.01 13.09
dFb = 0.4707, constrained dF = 0.6241, gap = 0.1534 meV
-h chi h/2 = 0.1533 meV; ratio dF/dFb = 1.3259 (theta=0.02: 1.3267)
stiffness 2dF/theta^2 at theta=0.02: band 94.18, constrained 124.95 meV
\end{verbatim}
